# Landau-level selection rules for light in graphene and parabolic bands: a numerical check

```python
"""
Magneto-optical selection rules: graphene against parabolic bands.

Result under test (electron charge -e, field B along +z, uniform light):
  graphene:  E_n = sgn(n) eps sqrt|n|, eps = v sqrt(2 e hbar B);
             light changes |n| by one; the field rotating counterclockwise
             about +z raises |n|, the opposite one lowers it.
  parabolic: interband light conserves the oscillator index N, with lines at
             Eg + hbar e B (1/mc + 1/mv)(N + 1/2); cyclotron resonance
             inside one band changes N by one.
  gapped Dirac cone (mass term Delta): connects the two rules.
Symbols: v Dirac speed, mc and mv band masses, Eg gap, q = number of lattice
cells per flux quantum (B is proportional to 1/q), l magnetic length.
Lattice units: hopping t = 1, bond or site spacing = 1, hbar = 1.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import e, hbar, m_e


def honeycomb(q, nmax):
    """Central Landau levels and summed strengths |<f|vx + i vy|i>|^2."""
    one = np.eye(q)
    phase = np.exp(-2j * np.pi * np.arange(q) / q)
    hops = [one, np.roll(one, 1, axis=0), np.diag(phase)]
    bonds = np.exp(1j * (np.pi / 2 + 2 * np.pi * np.arange(3) / 3))
    H = np.zeros((2 * q, 2 * q), complex)
    V = np.zeros_like(H)
    for hop, bond in zip(hops, bonds):
        H[:q, q:] -= hop
        H[q:, :q] -= hop.conj().T
        # velocity = i [H, position], position written as x + i y
        V[:q, q:] -= 1j * bond * hop
        V[q:, :q] += 1j * bond * hop.conj().T
    energy, U = eigh(H, subset_by_index=[q - 1 - 2 * nmax, q + 2 * nmax])
    count = 2 * nmax + 1
    strength = np.abs(U.conj().T @ V @ U) ** 2
    # two states per level at fixed wave vector: one for each valley
    strength = strength.reshape(count, 2, count, 2).sum(axis=(1, 3))
    return energy.reshape(count, 2).mean(axis=1), strength


# ---- graphene rule on the lattice, both valleys, no Dirac approximation ----
nmax = 2
labels = np.arange(-nmax, nmax + 1)
v_lat = 1.5
lattice = {}
for q in (150, 600):
    energy, strength = honeycomb(q, nmax)
    l2 = (3 * np.sqrt(3) / 2) * q / (2 * np.pi)
    eps_lat = v_lat * np.sqrt(2 / l2)
    predicted = eps_lat * np.sign(labels) * np.sqrt(np.abs(labels))
    energy_error = np.max(np.abs(energy - predicted)) / eps_lat
    weight = np.where(labels == 0, 1.0, 0.5)
    expected = 8 * v_lat**2 * np.outer(weight, weight)
    allowed = np.abs(labels)[:, None] == np.abs(labels)[None, :] + 1
    strength_error = np.max(np.abs(strength / expected - 1)[allowed])
    forbidden = np.where(allowed, 0.0, strength)
    leak = forbidden.max() / (2 * v_lat**2)
    lattice[q] = (energy[nmax + 1], energy_error, strength_error, leak)
assert lattice[600][1] < 0.02
assert lattice[600][2] < 0.05
assert lattice[600][3] < 0.01
field_ratio = lattice[150][0] / lattice[600][0]
assert abs(field_ratio - 2) < 0.06      # lattice corrections at high flux
leak_ratio = lattice[150][3] / lattice[600][3]
assert 3.3 < leak_ratio < 4.7           # forbidden part is linear in B


def square_band(q, t1, t2):
    """Band with hops of length 1 and 2; small-k energy (t1 + 4 t2) k^2."""
    angle = 2 * np.pi * np.arange(q) / q
    S = np.roll(np.eye(q), 1, axis=0)
    S2 = S @ S
    onsite = 4 * (t1 + t2) - 2 * t1 * np.cos(angle) - 2 * t2 * np.cos(2 * angle)
    return np.diag(onsite) - t1 * (S + S.T) - t2 * (S2 + S2.T), S


# ---- parabolic bands: different lattice dispersions, mass ratio 1:4 ----
levels = 4
N = np.arange(levels)
shifts = {}
for q in (400, 800):
    Hc, S = square_band(q, 1.0, 0.0)
    Hv, _ = square_band(q, 0.125, 0.03125)
    Ec, Uc = eigh(Hc, subset_by_index=[0, levels - 1])
    Ev, Uv = eigh(Hv, subset_by_index=[0, levels - 1])
    shifts[q] = Ec + Ev
    overlap = (Uc.T @ Uv) ** 2
    overlap_error = np.max(np.abs(overlap - np.eye(levels)))
    assert overlap_error < 1e-3
    linear = 1.25 * (4 * np.pi / q) * (N + 0.5)
    shift_error = np.max(np.abs(shifts[q] / linear - 1))
    assert shift_error < 0.02
    cyclotron = np.abs(Uc.T @ (1j * (S - S.T)) @ Uc) ** 2
    ladder = 4 * (N[:-1] + 1) * np.pi / q
    ladder_error = np.max(np.abs(np.diag(cyclotron, -1) / ladder - 1))
    assert ladder_error < 0.05
    not_neighbour = np.abs(N[:, None] - N[None, :]) != 1
    assert np.max(cyclotron[not_neighbour]) < 0.01 * ladder[0]
parabolic_ratio = shifts[400][0] / shifts[800][0]
assert abs(parabolic_ratio - 2) < 0.02


def gapped_dirac(delta, size=40):
    """Energies and interband strengths, energies in units of eps."""
    # the upper space is one state smaller, which closes the ladder exactly
    a = np.zeros((size - 1, size))
    a[np.arange(size - 1), np.arange(1, size)] = np.sqrt(np.arange(1, size))
    H = np.block([[delta * np.eye(size - 1), a], [a.T, -delta * np.eye(size)]])
    E, U = eigh(H)
    raising = np.zeros_like(H)
    raising[:size - 1, size - 1:] = np.eye(size - 1, size)
    val, con = U[:, :size][:, ::-1], U[:, size:]
    plus = (con.T @ raising @ val) ** 2
    minus = (con.T @ raising.T @ val) ** 2
    return E[:size][::-1], E[size:], plus, minus


# ---- bridge: con[j] has dominant index j, val[j] has dominant index j ----
bridge = []
for delta in (0.01, 0.5, 2.0, 5.0):
    Eval, Econ, plus, minus = gapped_dirac(delta)
    n = np.arange(1, 10)
    assert np.allclose(Econ[:9], np.sqrt(delta**2 + n), atol=1e-10)
    assert np.allclose(Eval[:10], -np.sqrt(delta**2 + np.arange(10)), atol=1e-10)
    block = plus[:8, :8]
    assert np.max(np.abs(block - np.diag(np.diag(block)))) < 1e-12
    for k in range(1, 6):
        ratio = minus[k - 1, k + 1] / plus[k, k]
        half = 0.5 * np.arctan2(np.sqrt([k, k + 1]), delta)
        assert np.isclose(ratio, np.prod(np.tan(half) ** 2), rtol=1e-7)
    bridge.append((delta, plus[1, 1], minus[0, 2], minus[0, 2] / plus[1, 1]))
assert bridge[0][3] > 0.95 and bridge[-1][3] < 1e-3
exact_shift = Econ[1] - Eval[1] - 2 * delta
parabolic_shift = 2 * (1 / (2 * delta)) * 1.5
assert abs(exact_shift / parabolic_shift - 1) < 0.03

# ---- worked example ----
v = 1.0e6
Eg, mc, mv = 1000.0, 0.10, 0.40
print(f"Dirac speed v = {v:.2e} m/s")
print(f"parabolic model: Eg = {Eg:.1f} meV, mc = {mc:.2f} m0, mv = {mv:.2f} m0")
for B in (10.0, 40.0):
    eps = v * np.sqrt(2 * e * hbar * B) / e * 1e3
    wc = hbar * B / (mc * m_e) * 1e3
    wv = hbar * B / (mv * m_e) * 1e3
    print(f"B = {B:.0f} T: magnetic length = {np.sqrt(hbar/(e*B))*1e9:.3f} nm")
    print(f"  graphene eps = {eps:.2f} meV")
    for k in range(3):
        line = eps * (np.sqrt(k) + np.sqrt(k + 1))
        print(f"  graphene line -{k} -> {k+1}: {line:.2f} meV")
    print(f"  graphene intraband 1 -> 2: {eps*(np.sqrt(2)-1):.2f} meV")
    print(f"  cyclotron energies: conduction {wc:.3f}, valence {wv:.3f} meV")
    for k in range(3):
        shift = (wc + wv) * (k + 0.5)
        print(f"  parabolic line N = {k}: {Eg+shift:.2f} meV, shift {shift:.2f} meV")

print("honeycomb lattice, levels |n| <= 2, q = cells per flux quantum")
for q, (E1, err_e, err_s, leak) in lattice.items():
    print(f"  q = {q}: E_1 = {E1:.5f} t, largest energy error = {err_e:.5f} eps")
    print(f"    largest relative error of allowed strengths = {err_s:.5f}")
    print(f"    largest forbidden / ordinary allowed strength = {leak:.5f}")
print(f"  E_1 ratio for fourfold field = {field_ratio:.4f}")
print(f"  forbidden-strength ratio for fourfold field = {leak_ratio:.3f}")
print("square-lattice parabolic bands, N = 0 to 3, q = 800")
print(f"  largest deviation of squared overlaps from identity = {overlap_error:.1e}")
print(f"  largest relative error of linear line shifts = {shift_error:.5f}")
print(f"  largest relative error of cyclotron strengths = {ladder_error:.5f}")
print(f"  N = 0 shift ratio for twofold field = {parabolic_ratio:.4f}")
print("gapped Dirac cone, N = 1: strong 1 -> 2, weak 2 -> 1 (squared elements)")
for delta, strong, weak, ratio in bridge:
    print(f"  Delta/eps = {delta:.2f}: strong {strong:.5f}, weak {weak:.3e}, "
          f"ratio {ratio:.3e}")
print(f"  Delta/eps = {delta:.0f}: shift above gap, exact = {exact_shift:.5f} eps")
print(f"    parabolic limit of this shift = {parabolic_shift:.5f} eps")
print("checks complete")
```

Running it gives:

```
Dirac speed v = 1.00e+06 m/s
parabolic model: Eg = 1000.0 meV, mc = 0.10 m0, mv = 0.40 m0
B = 10 T: magnetic length = 8.113 nm
  graphene eps = 114.74 meV
  graphene line -0 -> 1: 114.74 meV
  graphene line -1 -> 2: 277.00 meV
  graphene line -2 -> 3: 360.99 meV
  graphene intraband 1 -> 2: 47.53 meV
  cyclotron energies: conduction 11.577, valence 2.894 meV
  parabolic line N = 0: 1007.24 meV, shift 7.24 meV
  parabolic line N = 1: 1021.71 meV, shift 21.71 meV
  parabolic line N = 2: 1036.18 meV, shift 36.18 meV
B = 40 T: magnetic length = 4.057 nm
  graphene eps = 229.47 meV
  graphene line -0 -> 1: 229.47 meV
  graphene line -1 -> 2: 553.99 meV
  graphene line -2 -> 3: 721.98 meV
  graphene intraband 1 -> 2: 95.05 meV
  cyclotron energies: conduction 46.307, valence 11.577 meV
  parabolic line N = 0: 1028.94 meV, shift 28.94 meV
  parabolic line N = 1: 1086.83 meV, shift 86.83 meV
  parabolic line N = 2: 1144.71 meV, shift 144.71 meV
honeycomb lattice, levels |n| <= 2, q = cells per flux quantum
  q = 150: E_1 = 0.26771 t, largest energy error = 0.01736 eps
    largest relative error of allowed strengths = 0.04706
    largest forbidden / ordinary allowed strength = 0.01619
  q = 600: E_1 = 0.13447 t, largest energy error = 0.00429 eps
    largest relative error of allowed strengths = 0.01175
    largest forbidden / ordinary allowed strength = 0.00403
  E_1 ratio for fourfold field = 1.9908
  forbidden-strength ratio for fourfold field = 4.012
square-lattice parabolic bands, N = 0 to 3, q = 800
  largest deviation of squared overlaps from identity = 3.3e-06
  largest relative error of linear line shifts = 0.00455
  largest relative error of cyclotron strengths = 0.01173
  N = 0 shift ratio for twofold field = 1.9974
gapped Dirac cone, N = 1: strong 1 -> 2, weak 2 -> 1 (squared elements)
  Delta/eps = 0.01: strong 0.25429, weak 2.458e-01, ratio 9.664e-01
  Delta/eps = 0.50: strong 0.48240, weak 9.213e-02, ratio 1.910e-01
  Delta/eps = 2.00: strong 0.86031, weak 4.843e-03, ratio 5.630e-03
  Delta/eps = 5.00: strong 0.97160, weak 1.833e-04, ratio 1.886e-04
  Delta/eps = 5: shift above gap, exact = 0.29517 eps
    parabolic limit of this shift = 0.30000 eps
checks complete
```
